\section*{Avrami exponent three for constant nucleation and lateral growth in films}

\section{The decision and the model}

Suppose that an amorphous film is known to be half crystallized after 1878 s at its annealing temperature, and that a process may tolerate 1\% of crystal. The permitted time must be computed from a law of the form $X=1-\exp[-(t/\tau)^n]$, where $X$ is the crystallized area fraction, and somebody must decide which $n$ to put in. With the half time $t_{1/2}$ held fixed,
\begin{equation}
t_{1\%}=t_{1/2}\left[\frac{-\ln 0.99}{\ln 2}\right]^{1/n}
=1878\ \mathrm{s}\times(0.01450)^{1/n}.
\end{equation}
This is 458 s for $n=3$ and 226 s for $n=2$. The choice changes the answer by a factor of two, so it should rest on the mechanism.

The model has the following assumptions.

(a) The film is flat, unbounded, and wholly amorphous at $t=0$. Its temperature is constant.

(b) Nucleation attempts form a Poisson process in area and time. A small cell of area $dA$ and duration $ds$ contains an attempt with probability $I\,dA\,ds$, independently of all other cells. The constant $I$ is the nucleation rate per area and time. An attempt on amorphous film starts a grain; an attempt on crystal does nothing and is called a phantom.

(c) A grain starts with zero radius, fills the film thickness at once, and advances into amorphous film at the same constant speed $v$ in every lateral direction. Where two grains meet, growth stops.

\paragraph{Theorem.} Under (a)--(c) the expected crystallized fraction is
\begin{equation}
X(t)=1-e^{-Kt^3},\qquad K=\frac{\pi I v^2}{3},
\label{eq:main}
\end{equation}
and the local Avrami exponent
\begin{equation}
n(t)=\frac{d\ln\Lambda}{d\ln t},\qquad \Lambda(t)=-\ln[1-X(t)],
\label{eq:ndef}
\end{equation}
equals 3 at every $t>0$.

\section{Three lemmas}

The free disc of a nucleus born at $y$ at time $s$ is the disc of radius $v(t-s)$ about $y$, drawn as if no other grain existed.

\paragraph{Lemma 1 (impingement).} The crystallized region at time $t$ is the union of the free discs of the real nuclei.

\emph{Proof.} Let $T(x)$ be the smallest value of $s+|x-y|/v$ over the real nuclei $(y,s)$. Crystal cannot reach $x$ before $T(x)$, because a front moving at speed $v$ needs at least $|x-y|/v$ to come from $y$. It remains to show that it does arrive at $T(x)$. Let $(y,s)$ be the nucleus that attains the minimum, and suppose that a rival $(y',s')$ reached some point $z$ on the straight path from $y$ to $x$ first:
\begin{equation}
s'+\frac{|z-y'|}{v}<s+\frac{|z-y|}{v}.
\end{equation}
Add $|x-z|/v$ to both sides. On the right, $|z-y|+|x-z|=|x-y|$ because $z$ lies on the segment, so the right side becomes $T(x)$. On the left, the triangle inequality gives $|z-y'|+|x-z|\ge|x-y'|$. Hence $s'+|x-y'|/v<T(x)$, which contradicts the definition of $T(x)$. The path is free, and $x$ crystallizes at $T(x)$. $\square$

\paragraph{Lemma 2 (phantoms).} Adding the free discs of all phantoms leaves the crystallized region unchanged.

\emph{Proof.} Let a phantom attempt occur at $p$ at time $s$. By Lemma 1, $p$ then lies in the free disc of a real nucleus born at some $q$ at an earlier time $s_0$, so $|p-q|\le v(s-s_0)$. Any point $x$ of the phantom's disc at a later time $t$ obeys $|x-p|\le v(t-s)$. Therefore
\begin{equation}
|x-q|\le|x-p|+|p-q|\le v(t-s)+v(s-s_0)=v(t-s_0),
\label{eq:phantom}
\end{equation}
and $x$ already lies in the disc of the real grain. $\square$

The last equality needs one speed common to all grains. If a phantom could grow faster than the grain containing it, its disc could emerge from that grain, and the lemma would fail.

\paragraph{Lemma 3 (empty region).} The probability that a region of area and time with measure $W=\int dA\,ds$ contains no attempt is $e^{-IW}$.

\emph{Proof.} Divide the region into cells of measure $w_i$. By independence the probability is the limit of $\prod_i(1-Iw_i)$. Its logarithm is
\begin{equation}
\sum_i\ln(1-Iw_i)=-I\sum_i w_i+O\Big(I^2\sum_i w_i^2\Big).
\end{equation}
The first sum is $W$. The second is at most $W\max_i w_i$, which vanishes as the cells shrink. $\square$

\section{Proof of the theorem}

By Lemmas 1 and 2, a point $x$ is amorphous at time $t$ if and only if no attempt, real or phantom, has a free disc that covers it. The attempts $(y,s)$ that would cover it satisfy
\begin{equation}
|x-y|\le v(t-s),\qquad 0\le s\le t .
\end{equation}
This is a cone in area and time with its tip at $(x,t)$. At time $s$ its cross-section is a disc of area $\pi v^2(t-s)^2$. With $u=t-s$, the expected number of attempts in the cone is
\begin{equation}
\Lambda=I\int_0^t\pi v^2(t-s)^2\,ds
=\pi I v^2\int_0^t u^2\,du=\frac{\pi I v^2t^3}{3}=Kt^3 .
\label{eq:cone}
\end{equation}
Lemma 3 gives $1-X=e^{-Kt^3}$, which is (\ref{eq:main}). Then $\ln\Lambda=\ln K+3\ln t$, and its slope against $\ln t$ is 3. $\square$

Two of the three powers of time come from the area of a growing disc, and the third comes from the continuing supply of nuclei. If instead all nuclei are present at $t=0$, placed at random with density $N$, each covering disc has radius $vt$. Then $\Lambda=\pi Nv^2t^2$ and $n=2$.

\paragraph{Remark (one film and the mean).} The theorem gives an expectation. Two points farther apart than $2vt$ have disjoint cones and are independent. For closer points the covariance is at most the variance $X(1-X)$ of a single point. The fraction $f$ measured over an area $A$ therefore obeys
\begin{equation}
\mathrm{Var}(f)\le\frac{4\pi v^2t^2}{A}\,X(1-X),
\label{eq:var}
\end{equation}
which vanishes for a large area.

\section{Times and grain size}

\paragraph{Corollary.} Let $\tau=K^{-1/3}$. Half the area is crystalline at $t_{1/2}=\tau(\ln2)^{1/3}$, and the transformation is fastest at $t_p=\tau(2/3)^{1/3}$. The final number of grains per area is
\begin{equation}
N_\infty=\Gamma(4/3)\,I\tau .
\label{eq:grain}
\end{equation}

\emph{Proof.} The first time follows from $Kt^3=\ln2$. For the second,
\begin{equation}
\dot X=3Kt^2e^{-Kt^3},\qquad
\ddot X=3Kt\,(2-3Kt^3)\,e^{-Kt^3},
\end{equation}
so the maximum lies at $Kt^3=2/3$, where $X=1-e^{-2/3}=0.4866$. For the grain density, real nuclei appear at the rate $I(1-X)$, because an attempt is independent of what happened before it. With $w=Kt^3$, so that $dt=(\tau/3)w^{-2/3}dw$,
\begin{equation}
N_\infty=I\int_0^\infty e^{-Kt^3}dt
=\frac{I\tau}{3}\int_0^\infty w^{-2/3}e^{-w}dw
=\frac{I\tau}{3}\,\Gamma(1/3)=I\tau\,\Gamma(4/3).\ \square
\end{equation}

The kinetics alone yield the product $Iv^2$. A count of the final grains separates the factors: $I=N_\infty/[\Gamma(4/3)\tau]$, and then $v=\sqrt{3K/(\pi I)}$.

\section{A worked film}

Take a 50 nm film at 500 K with $v=1$ nm/s and $I=10^{-4}\ \mu\mathrm{m}^{-2}\mathrm{s}^{-1}$. In micrometres and seconds,
\begin{equation}
K=\frac{\pi(10^{-4})(10^{-3})^2}{3}=1.047\times10^{-10}\ \mathrm{s^{-3}},
\qquad \tau=K^{-1/3}=2122\ \mathrm{s}.
\end{equation}
Hence $t_{1/2}=1878$ s (31.3 min) and $t_p=1853$ s. The final grain density is $0.8930\times10^{-4}\times2122=0.1895\ \mu\mathrm{m}^{-2}$. The mean grain area is $5.28\ \mu\mathrm{m}^2$, that of a circle 2592 nm across.

The result was compared with a simulation of 16 periodic films, each 80 $\mu$m on a side, in which every attempt on crystal was rejected. The crystallization time was recorded at 2500 random points per film.

\begin{center}
\begin{tabular}{ccc}
$t$ (s) & $X$, theorem & $X$, simulation\\
1061 & 0.1175 & 0.1162\\
1591 & 0.3442 & 0.3412\\
2122 & 0.6321 & 0.6306\\
2652 & 0.8582 & 0.8586
\end{tabular}
\end{center}

The exponent fitted to the simulated points between $X=0.06$ and $0.94$ is 3.013, and the grain density is $0.1897\ \mu\mathrm{m}^{-2}$. A control with the same mean grain density, but with all nuclei present at the start, gives 2.018. The change from three to two thus follows the removal of continuing nucleation.

\section{When the exponent moves}

\paragraph{Proposition 1 (quenched-in nuclei).} If nuclei of density $N_0$ are already present at random places at $t=0$, then
\begin{equation}
n(t)=3-\frac{3N_0}{3N_0+It}.
\label{eq:n0}
\end{equation}

\emph{Proof.} The two sets of nuclei are independent, so their empty-region probabilities multiply and their exponents add: $\Lambda=\alpha+\beta$ with $\alpha=\pi N_0v^2t^2$ and $\beta=\pi Iv^2t^3/3$. Since $t\,d\alpha/dt=2\alpha$ and $t\,d\beta/dt=3\beta$,
\begin{equation}
n=\frac{2\alpha+3\beta}{\alpha+\beta}=3-\frac{\alpha}{\alpha+\beta}
=3-\frac{N_0}{N_0+It/3}.\ \square
\end{equation}

The exponent starts at 2 and approaches 3 once continuing nucleation has outweighed the initial stock. For $N_0=0.02\ \mu\mathrm{m}^{-2}$ at $t=\tau$, $It=0.2122\ \mu\mathrm{m}^{-2}$ and $n=3-0.06/0.2722=2.780$. The fraction at $\tau$ rises from 0.6321 to 0.7227. Eight simulated films of the same size gave 0.7131, which is lower by 0.0096, about a tenth of the rise. Equation (\ref{eq:var}) permits a standard deviation of up to 0.015 for the mean of eight such films. This bound is loose. The exact covariance of two points is $(1-X)^2(e^{\Lambda_\cap}-1)$, where $\Lambda_\cap$ is the expected number of nuclei and attempts that cover both. Integrated over distance, and with the noise of 2500 sample points per film added, it gives a standard deviation of 0.006. The difference is 1.6 times this, which is consistent with sampling.

\paragraph{Proposition 2 (wrong time origin).} If the clock starts a time $t_0$ before the film reaches temperature, and nothing happens in that interval, then $n=3t/(t-t_0)$ in clock time $t$.

\emph{Proof.} Now $\Lambda=K(t-t_0)^3$, and $d\ln(t-t_0)/d\ln t=t/(t-t_0)$. $\square$

A lag of 200 s gives $n=3\times2322/2122=3.283$ at $t=t_0+\tau$. If the quenched-in nuclei are present as well, the chain rule multiplies (\ref{eq:n0}), taken at the true time $t'=t-t_0$, by $1+t_0/t'$:
\begin{equation}
n=\left(1+\frac{t_0}{t'}\right)\left(3-\frac{3N_0}{3N_0+It'}\right).
\end{equation}
At $t'=\tau$ this is $1.094\times2.780=3.042$. It is 3.14 at $t'=\tau/2$ and 3.03 at $t'=1.25\,\tau$. Two departures from the model, each of which shifts the exponent by more than 0.2 at $\tau$, together imitate the ideal value once more than about a sixth of the film is crystalline. They do not imitate it early: at $X=0.01$ the combined exponent is 3.81, and extrapolation with $n=3$ from the half time (1897 s on the clock) gives 463 s for 1\% of crystal, against a true 523 s on the clock, or 323 s at temperature. With quenched-in nuclei alone the half time is 1697 s, and $n=3$ gives 414 s against a true 323 s, which overstates the permitted time. The exponent near $\tau$ is therefore not the one to use for the 1\% time. A measured exponent near three is therefore compatible with the theorem's mechanism but does not establish it. An independent record of the film temperature would reveal a heating lag. It would not reveal an incubation delay of nucleation at constant temperature, which real films can show and which, without quenched-in nuclei, gives the same $\Lambda=K(t-t_0)^3$. An image taken early in the anneal would reveal the quenched-in nuclei, as a group of grains that share the largest size. Counting the grains would not be enough: here $N_0=It_0$, so while little of the film is crystalline the count $N_0+It'$ equals $It$, that of the ideal film at the same clock time.

\paragraph{Proposition 3 (temperature drift).} Let the rates drift slowly as $I(1+at)$ and $v(1+bt)$. To first order in $at$ and $bt$,
\begin{equation}
n(t)=3+\frac{(a+5b)t}{4}.
\label{eq:drift}
\end{equation}

\emph{Proof.} The speed depends on time but is the same for all grains. Lemmas 1 and 2 survive if $v(t-s)$ is replaced by the distance grown between $s$ and $t$,
\begin{equation}
r=v\int_s^t(1+bu)\,du=v(t-s)\left[1+\tfrac12 b(t+s)\right].
\end{equation}
To first order $r^2=v^2(t-s)^2[1+b(t+s)]$, and
\begin{equation}
\Lambda=\pi Iv^2\int_0^t(t-s)^2\left[1+bt+(a+b)s\right]ds .
\end{equation}
With $\int_0^t(t-s)^2ds=t^3/3$ and $\int_0^ts(t-s)^2ds=t^4/12$,
\begin{equation}
\Lambda=Kt^3\left[1+bt+\tfrac14(a+b)t\right]
=Kt^3\left[1+\tfrac14(a+5b)t\right].
\end{equation}
The logarithm of the bracket is $(a+5b)t/4$ to first order, and so is its derivative with respect to $\ln t$. $\square$

For Arrhenius rates with activation energies $E_I$ and $E_v$, a rise $\Delta T$ during $\tau$ gives $a\tau=E_I\Delta T/(k_BT^2)$ and $b\tau=E_v\Delta T/(k_BT^2)$. Take $E_I=2.5$ eV, $E_v=1.5$ eV and $\Delta T=1$ K. Then $a\tau=0.116$, $b\tau=0.070$ and $n=3.116$ at $\tau$. Quadrature with the full Arrhenius rates gives 3.118.

A constant temperature error acts differently. It leaves $n=3$ but changes $\tau$, because $1/\tau\propto(Iv^2)^{1/3}$ has the activation energy $(E_I+2E_v)/3=1.833$ eV. One kelvin more shortens $\tau$ from 2122 to 1949 s, or by 8.1\%.

\section{The meaning of thin}

Assumption (c) lets a grain fill the thickness $h$ at once. Replace it by nucleation throughout the volume at the rate $I/h$, with growth at speed $v$ in all three directions inside the film. The lemmas still hold, since a straight path between two points of the film stays in the film.

\paragraph{Proposition 4.} Let $\bar\Lambda$ be the expected number of covering attempts, averaged over the depth of the observed point. Then
\begin{align}
\bar\Lambda&=\pi I\left[\frac{v^3t^4}{3h}-\frac{v^4t^5}{10h^2}\right], & vt&\le h,
\label{eq:early}\\
\bar\Lambda&=Kt^3\left[1-\frac{h^2}{2v^2t^2}+\frac{h^3}{5v^3t^3}\right], & vt&\ge h.
\label{eq:late}
\end{align}

\emph{Proof.} A nucleus whose depth differs by $d$ from that of the observed point, and whose sphere has radius $r$, covers the point if it lies within a lateral disc of area $\pi(r^2-d^2)$, provided $d<r$. For two independent uniform depths, $d$ has the probability density $2(h-d)/h^2$ on $0\le d\le h$. For $r\le h$ the mean area is
\begin{equation}
\bar A(r)=\frac{2\pi}{h^2}\int_0^r(h-d)(r^2-d^2)\,dd
=\pi\left[\frac{4r^3}{3h}-\frac{r^4}{2h^2}\right],
\end{equation}
because $\int_0^r(r^2-d^2)\,dd=2r^3/3$ and $\int_0^rd(r^2-d^2)\,dd=r^4/4$. Setting $r=vu$ and integrating $I\bar A$ over ages $u$ from 0 to $t$ gives (\ref{eq:early}). For $r\ge h$ every depth contributes. The mean of $d^2$ is twice the variance $h^2/12$ of one depth, so $\bar A=\pi(r^2-h^2/6)$. Ages up to $h/v$ contribute $\pi I(7/30)h^3/v$ by (\ref{eq:early}), and the later ages are added:
\begin{equation}
\bar\Lambda=\pi I\left[\frac{7h^3}{30v}+\frac{v^2t^3}{3}-\frac{h^3}{3v}
-\frac{h^2t}{6}+\frac{h^3}{6v}\right].
\end{equation}
The terms in $h^3/v$ sum to $7/30-1/6=1/15$. Extracting $Kt^3=\pi Iv^2t^3/3$ gives (\ref{eq:late}). $\square$

The depth-averaged fraction involves the mean of $e^{-\Lambda}$, not $e^{-\bar\Lambda}$. The two differ at second order in the spread of $\Lambda$ over depth, which is negligible here. For $vt\ll h$ the exponent is 4, the value for bulk growth. At $vt=h$, (\ref{eq:early}) gives $n=(4/3-1/2)/(1/3-1/10)=25/7=3.571$, and for $vt\gg h$ it falls to $3+h^2/(vt)^2$. The worked film passes $h/v$ after 50 s. At $\tau$, $h/(v\tau)=50/2122$, so $\Lambda$ is reduced by the fraction $2.75\times10^{-4}$, as quadrature over the depth confirms, and $n=3.00055$. A film thus behaves as thin at time $t$ when $h\ll vt$. For the bulk of the transformation this means $h\ll v\tau$, which compares the thickness with the grain size and not with any fixed length. For the 1\% time, which is only $0.22\,\tau$, the condition is correspondingly stricter.

\paragraph{Remark (initial radius).} If grains start with radius $r_0$, a phantom's disc can protrude from the crystal by up to $r_0$, and Lemma 2 is no longer exact. Counting phantoms in full gives an upper estimate,
\begin{equation}
\Lambda=\pi I\int_0^t(r_0+vu)^2du=Kt^3(1+3\epsilon+3\epsilon^2),\qquad \epsilon=\frac{r_0}{vt},
\end{equation}
while $Kt^3$ is a lower one, because a phantom's disc drawn from zero radius still lies inside the real grain that covers the phantom. For $r_0=1$ nm they differ by 0.14\% at $\tau$, and the upper one has $n\approx3-3\epsilon=2.9986$.

\section{Beside a real film}

The parameters, including the activation energies, are round numbers chosen for illustration and not measured values. Amorphous indium oxide is one real film that crystallizes on moderate heating. Its nucleation and growth rates depend strongly on deposition conditions and composition, so the times above describe the model and not a particular film. The model's grain size is 2.6 $\mu$m, but grains in real films can be much smaller, a few hundred nanometres across. Grains of 300 nm in a 50 nm film would mean $v\tau=300\times2122/2592=246$ nm, and (\ref{eq:late}) then gives $n=3.04$ at $\tau$, but $n\approx3.5$ at $X=0.01$, where $vt\approx58$ nm is close to $h$; the 1\% time is then about 9\% longer than $n=3$ predicts from the half time. In the worked film, of the departures tried and with the sizes supposed, quenched-in nuclei and a wrong time origin move $n$ at $\tau$ the most, by $-0.22$ and $+0.28$. This ranking does not carry over to every film. With grains of 300 nm and the same $\tau$, the condition $K\tau^3=1$ gives $I\tau=3/(\pi v^2\tau^2)=15.8\ \mu\mathrm{m}^{-2}$, and the same $N_0$ then shifts $n$ by only $-0.004$, less than the thickness does.

\section*{Calculated quantities}
\begin{verbatim}
growth speed v = 1.0 nm/s
nucleation rate I = 1.0e-04 um^-2 s^-1
film thickness h = 50 nm
temperature = 500 K
rate constant K = 1.0472e-10 s^-3
tau = 2122 s = 35.4 min
half-transformed time = 1878 s = 31.3 min
time of fastest transformation = 1853 s
X at fastest transformation = 0.4866
radius of free growth v*tau = 2122 nm
final grain density, formula = 0.1895 um^-2
final grain density, simulation = 0.1897 um^-2
mean grain area = 5.28 um^2
equal-area grain diameter = 2592 nm
simulated film side = 80 um, runs = 16
sample points per run = 2500
t = 1061 s (0.50 tau): X formula 0.1175, simulation 0.1162
t = 1591 s (0.75 tau): X formula 0.3442, simulation 0.3412
t = 2122 s (1.00 tau): X formula 0.6321, simulation 0.6306
t = 2652 s (1.25 tau): X formula 0.8582, simulation 0.8586
fitted exponent, continuing nucleation = 3.013
fitted exponent, all nuclei at start = 2.018
quenched-in nuclei N0 = 0.02 um^-2
X at tau with N0: formula 0.7227, simulation 0.7131
local exponent at tau with N0 = 2.780
heating lag t0 = 200 s
local exponent at clock time t0+tau = 3.283
same with lag and N0 together = 3.042
thickness crossing time h/v = 50 s
slab exponent at 0.05 h/v = 3.985
slab exponent at h/v = 3.571
slab exponent at tau = 3.00055
slab deficit of -ln(1-X) at tau: quadrature 2.751e-04
slab deficit of -ln(1-X) at tau: formula 2.777e-04
activation energies: growth 1.5 eV, nucleation 2.5 eV
effective activation energy of 1/tau = 1.833 eV
tau at 1 K higher temperature = 1949 s
shortening of tau by 1 K = 8.1 %
temperature drift during tau = 1.0 K
exponent at tau with drift: quadrature 3.118, first order 3.116
starting radius = 1.0 nm
exponent at tau with starting radius = 2.9986
\end{verbatim}
